# Thick-Film Limit of Fuchs-Sondheimer Resistivity for Interconnect Metals, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Boltzmann equation to the surface deficit

If the bulk resistivity of a metal is used for a thin film whose surfaces scatter electrons at least partly diffusely, the computed resistance is too low, and the error grows as the film gets thinner. In the model metal worked out below, with a mean free path of 34 nm, a film of 200 nm has a resistivity 5.4% above the bulk value, and a film of 100 nm has one 11% above it. A second error follows when film data are used to find bulk properties: if surface scattering is left out, its contribution is booked as bulk scattering, and the fitted bulk resistivity then changes with thickness.

For a film of thickness \(d\), bulk mean free path \(\lambda\) and surface specularity \(p\), the leading correction in Fuchs-Sondheimer theory is

\[
\frac{\rho-\rho_0}{\rho_0}\simeq a,\qquad a=\frac{3\lambda(1-p)}{8d},\qquad d\gg\lambda .
\tag{1}
\]

Here \(\rho\) is the film resistivity and \(\rho_0\) the resistivity of bulk metal with the same \(\lambda\). The derivation also gives the error of (1), which an implementation needs as much as the formula itself.

### Model and conventions

The film fills \(0<z<d\) and is unbounded in the \(x\) and \(y\) directions. A weak, steady electric field \(\mathcal E\) points along \(x\), and the current along \(x\) is wanted. The assumptions are these.

- The Fermi surface is a sphere, and the electrons that carry the current have speed \(v_F\).
- Bulk scattering is isotropic and is described by one relaxation time \(\tau\), so that \(\lambda=v_F\tau\).
- Grain boundaries are absent as a separate scattering mechanism.
- Motion across the film is classical: the quantization of \(k_z\) is ignored.
- Both surfaces are flat on average. An electron that reaches a surface is reflected specularly with probability \(p\) and diffusely with probability \(1-p\). At first \(p\) is the same for both surfaces and for all angles.

The field inside the film is uniform. In a steady state the curl of the field vanishes, so \(\partial\mathcal E_x/\partial z=\partial\mathcal E_z/\partial x\), and the right side is zero because nothing depends on \(x\).

### The linearized transport equation

Let \(f\) be the occupation of a state with wavevector \(\mathbf k\) and velocity \(\mathbf v\), and \(f_0(\varepsilon)\) its equilibrium value at energy \(\varepsilon\). Write \(f=f_0+f_1\), with \(f_1\) of first order in the field. The electron charge is \(-e\) with \(e>0\), so \(\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}\). The steady Boltzmann equation is

\[
v_z\frac{\partial f}{\partial z}-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\]

In the field term \(f\) may be replaced by \(f_0\), because the field is already of first order. With \(\partial\varepsilon/\partial k_x=\hbar v_x\) this gives

\[
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
\tag{2}
\]

In the bulk the first term vanishes, and

\[
f_1^{\rm bulk}=e\mathcal E\tau v_x\frac{\partial f_0}{\partial\varepsilon}.
\]

Since \(\partial f_0/\partial\varepsilon<0\), states with \(v_x>0\) lose occupation. Electrons drift against the field, as their negative charge requires.

In the film, let \(g\) be the ratio of the response to its bulk value, \(f_1=g\,f_1^{\rm bulk}\). Let \(\mu=v_z/v_F\) be the cosine of the angle between the velocity and the film normal. Neither (2) nor the boundary conditions below make \(g\) depend on the azimuth, so \(g=g(z,\mu)\). Inserting this form into (2) and dividing by \(f_1^{\rm bulk}/\tau\) turns the first term into \(\tau v_z\,\partial g/\partial z\), the second into \(-1\), and the right side into \(-g\). Because \(\tau v_z=\lambda\mu\),

\[
\lambda\mu\frac{\partial g}{\partial z}+g=1 .
\tag{3}
\]

The value \(g=1\) is the full bulk drift, and \(g=0\) means no drift.

The response \(f_1\) is odd in \(v_x\). Its sum over directions is therefore zero at every depth and energy: no charge builds up, and relaxation toward the unchanged \(f_0\) conserves the number of electrons.

### What a surface does to the drift

Consider the surface at \(z=0\). Electrons with \(\mu>0\) leave it, and those with \(\mu<0\) arrive. Specular reflection reverses \(v_z\) and keeps \(v_x\) and \(v_y\). Diffuse reflection, taken as elastic, sends electrons out with an occupation that depends on energy alone. Call this occupation \(f_0+\varphi(\varepsilon)\).

The function \(\varphi\) follows from conservation of particles. At each energy, the diffusely leaving flux must equal the part of the arriving flux that is diffusely scattered. The \(f_0\) parts balance. What remains is

\[
(1-p)\,\varphi\int_{\rm leaving}|v_z|\,d\Omega=(1-p)\int_{\rm arriving}|v_z|\,f_1\,d\Omega=0 .
\]

The right integral vanishes because \(f_1\) is odd in \(v_x\) while \(|v_z|\) is even. Hence \(\varphi=0\) for \(p<1\), and diffusely reflected electrons leave with no drift. The leaving response is \(p\) times the arriving one, and \(v_x\) is the same on both sides. For \(\mu>0\),

\[
g(0,\mu)=p\,g(0,-\mu),\qquad g(d,-\mu)=p\,g(d,\mu).
\tag{4}
\]

The second condition is the same statement at the upper surface, where the electrons with positive cosine are the arriving ones.

### The current as an angular average

Each electron contributes \(-ev_x\) to the current density. Including both spins,

\[
j(z)=-2e\int\frac{d^3k}{(2\pi)^3}\,v_xf_1
=2e^2\mathcal E\tau\int\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g .
\]

The factor \(-\partial f_0/\partial\varepsilon\) confines the integral to the Fermi surface. There \(v_x^2=v_F^2(1-\mu^2)\cos^2\phi\), with \(\phi\) the azimuth. The average of \(\cos^2\phi\) is \(1/2\) and cancels when the film current is divided by the bulk current \(j_0\), for which \(g=1\). Since \(\int_{-1}^{1}(1-\mu^2)d\mu=4/3\),

\[
\frac{j(z)}{j_0}=\frac34\int_{-1}^{1}(1-\mu^2)\,g(z,\mu)\,d\mu .
\tag{5}
\]

The film conductivity \(\sigma\), divided by the bulk conductivity \(\sigma_0=1/\rho_0\), is the average of (5) over \(z\), because the field is the same at every depth.

### Solution across the film

For fixed \(\mu>0\), the general solution of (3) is the constant 1 plus a decaying exponential:

\[
g(z,\mu)=1-A\,e^{-z/(\lambda\mu)} .
\]

The film and its two equal surfaces are unchanged by the reflection \(z\to d-z\), so \(g(z,-\mu)=g(d-z,\mu)\). Define

\[
\kappa=\frac d\lambda,\qquad E=e^{-\kappa/\mu}.
\]

The path from one surface to the other has length \(d/\mu\), so \(E\) is the probability of crossing the film without a bulk collision. The electrons arriving at \(z=0\) have \(g(0,-\mu)=g(d,\mu)=1-AE\). The first condition in (4) becomes

\[
1-A=p(1-AE)\quad\Longrightarrow\quad A(1-pE)=1-p\quad\Longrightarrow\quad A=\frac{1-p}{1-pE}.
\tag{6}
\]

The denominator is positive because \(p\le1\) and \(E<1\).

The average over depth needs the integral

\[
\frac1d\int_0^d e^{-z/(\lambda\mu)}dz=\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)=\frac{\mu}{\kappa}(1-E).
\]

Electrons with \(+\mu\) and \(-\mu\) have the same depth average, so the angular integral is twice the integral over \(0<\mu<1\):

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\kappa}\,\frac{(1-p)(1-E)}{1-pE}\right]d\mu .
\]

The first term gives \((3/2)(2/3)=1\). Therefore \(\sigma/\sigma_0=1-D\), with the conductivity deficit

\[
D=\frac{3(1-p)}{2\kappa}\int_0^1\mu(1-\mu^2)\,\frac{1-E}{1-pE}\,d\mu .
\tag{7}
\]

This is the Fuchs-Sondheimer result. The substitution \(t=1/\mu\), \(d\mu=-dt/t^2\), gives its other common form, with weight \(t^{-3}-t^{-5}\) on \(1<t<\infty\) and \(E=e^{-\kappa t}\).

As a test, equation (3) with conditions (4) was also solved by numerical marching across the film, without use of (6) or (7). For \(\kappa\) from 0.5 to 10 and \(p\) from 0 to 1, the conductivity ratios agree with (7) to better than \(10^{-6}\).

### Why the integrand has this form

The last factor in (7) has a direct meaning. The response with which electrons reach the upper surface is

\[
g_{\rm arr}=g(d,\mu)=1-\frac{(1-p)E}{1-pE}=\frac{1-E}{1-pE}.
\tag{8}
\]

Integrating (3) over the film gives the drift balance

\[
d\,\bigl(1-\langle g\rangle\bigr)=\lambda\mu\,\bigl[g(d,\mu)-g(0,\mu)\bigr]=\lambda\mu(1-p)\,g_{\rm arr},
\]

where \(\langle g\rangle\) is the depth average. The last step uses \(g(0,\mu)=p\,g(0,-\mu)=p\,g_{\rm arr}\). The deficit is thus the drift destroyed at the surfaces: a fraction \(1-p\) of whatever drift the electrons bring there.

Three limits can be read off.

- For \(p=1\), no drift is destroyed and \(D=0\) at any thickness. Within this model, perfectly specular surfaces do not change the in-plane conductivity.
- For \(\kappa\to0\) at fixed \(p<1\), \(1-E\to\kappa/\mu\) and \(1-pE\to1-p\), so the square bracket above (7) tends to zero for each \(\mu>0\). Since the bracket lies between 0 and 1, its integral vanishes too, and the resistivity ratio diverges.
- For \(\kappa\to\infty\), \(E\to0\) and \(g_{\rm arr}\to1\). Electrons arrive with the full bulk drift because practically all of them had a bulk collision after leaving the opposite surface.

### The thick-film deficit and its remainder

The last limit gives the coefficient. From (8), \(g_{\rm arr}\) is 1 minus a term proportional to \(E\), and

\[
\int_0^1\mu(1-\mu^2)\,d\mu=\frac12-\frac14=\frac14 .
\]

Hence

\[
D=a-r,\qquad a=\frac{3(1-p)}{2\kappa}\cdot\frac14=\frac{3(1-p)}{8\kappa},
\tag{9}
\]

\[
r=\frac{3(1-p)^2}{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\frac{e^{-\kappa t}}{1-pe^{-\kappa t}}\,dt .
\]

No approximation has been made in this split. The remainder \(r\) comes from electrons that travel from one surface to the other without a bulk collision. They arrive with less than the full drift, so there is less to destroy, and \(r\ge0\).

To bound \(r\), factor the weight:

\[
\frac1{t^3}-\frac1{t^5}=\frac{(t-1)(t+1)}{t^5}\le2(t-1),\qquad t\ge1,
\]

because \(t+1\le2t\le2t^5\). In the denominator, \(1-pe^{-\kappa t}\ge1-pe^{-\kappa}\). With \(\int_1^\infty(t-1)e^{-\kappa t}dt=e^{-\kappa}/\kappa^2\),

\[
0\le r\le\frac{3(1-p)^2e^{-\kappa}}{\kappa^3\,(1-pe^{-\kappa})}.
\tag{10}
\]

At fixed \(p\) the remainder falls faster than any power of \(\lambda/d\). For \(\kappa=3\) and \(p=0.2\), quadrature gives \(r=7.2\times10^{-4}\), against \(a=0.1\). The bound is \(3.6\times10^{-3}\), so it is safe but not sharp.

### The depleted layers

In a thick film the electrons arriving at the lower surface have \(g=1\), and those leaving it have \(g=1-(1-p)e^{-z/(\lambda\mu)}\). At \(z=0\) the two halves of (5) give

\[
\frac{j(0)}{j_0}=\frac34\left(\frac23+\frac23\,p\right)=\frac{1+p}{2}.
\]

The numerical solution for \(\kappa=20\) and \(p=0.2\) gives 0.6000, as it should. Even a fully diffuse surface leaves half the bulk current density there, because the arriving electrons still carry their drift.

The current missing near one surface is equivalent to a layer of metal of thickness

\[
\int_0^\infty\left(1-\frac{j}{j_0}\right)dz=\frac34(1-p)\int_0^1(1-\mu^2)\,\lambda\mu\,d\mu=\frac{3}{16}\lambda(1-p).
\]

Two surfaces remove \(3\lambda(1-p)/8\). Divided by \(d\), this is \(a\).

## Second half: resistivity, errors, extensions and use

The film has thickness \(d\), bulk mean free path \(\lambda\) and specularity \(p\), with \(\kappa=d/\lambda\). The cosine between velocity and film normal is \(\mu\), and \(E=e^{-\kappa/\mu}\). The first half showed that \(\sigma/\sigma_0=1-D\), with

\[
D=\frac{3(1-p)}{2\kappa}\int_0^1\mu(1-\mu^2)\frac{1-E}{1-pE}\,d\mu=a-r,\qquad a=\frac{3(1-p)}{8\kappa}.
\tag{11}
\]

The remainder satisfies \(0\le r\le3(1-p)^2e^{-\kappa}/[\kappa^3(1-pe^{-\kappa})]\).

The conductivity deficit is now known exactly as \(D=a-r\), with a remainder \(r\) that is exponentially small in thick films at fixed \(p\). What remains is to turn it into a resistivity, find the error of law (1), extend the result to other surfaces and Fermi surfaces, and apply it to film data.
